# Chiral Néel walls and the onset of the magnetic cycloid: test program

```python
"""Chiral Neel wall and cycloid in a film with interfacial DMI.

Energy density for a unit vector m(x):
  w = A |m'|^2 + K (1 - m_z^2) - D (m_z m_x' - m_x m_z')
Results under test:
  wall energy per area    sigma = 4 sqrt(A K) - pi D   (Neel, favoured chirality)
  threshold               D_c = 4 sqrt(A K) / pi
  cycloid above D_c       E(k)/k = D/D_c,  period = 4 sqrt(A/K) k K(k),
                          mean energy density = -K (1 - k^2)/k^2
A: exchange stiffness, K: effective anisotropy, D: DMI constant,
k: elliptic modulus, K(k) and E(k): complete elliptic integrals.
Reduced units in the tests: length sqrt(A/K), energy density K,
energy per area sqrt(A K), and d = D / sqrt(A K).
"""
import numpy as np
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq, minimize
from scipy.special import ellipe, ellipkm1

A = 10e-12      # J/m
K = 0.4e6       # J/m^3
D_main = 3.0e-3  # J/m^2
D_low = 2.0e-3   # J/m^2
width = np.sqrt(A / K)
wall_scale = np.sqrt(A * K)
D_c = 4 * wall_scale / np.pi
rng = np.random.default_rng(7)


def cycloid(ratio):
    """Modulus, reduced period, reduced C for D/D_c = ratio > 1."""
    def mismatch(p):
        return ellipe(1 - p) / np.sqrt(1 - p) - ratio
    p = brentq(mismatch, 1e-15, 1 - 1e-10, xtol=1e-17, rtol=1e-13)
    k = np.sqrt(1 - p)
    return k, 4 * k * ellipkm1(p), p / (1 - p)


def density(m, dm, d):
    """Reduced energy density from the vector definition."""
    return (np.sum(dm**2, axis=0) + 1 - m[2]**2
            - d * (m[2] * dm[0] - m[0] * dm[2]))


def chain_energy(flat, h, d, ends):
    """Energy and gradient of a spin chain; ends=None means a ring."""
    v = flat.reshape(-1, 3)
    norm = np.linalg.norm(v, axis=1)[:, None]
    m = v / norm
    if ends is None:
        left, right = m, np.roll(m, -1, axis=0)
    else:
        full = np.vstack([ends[0], m, ends[1]])
        left, right = full[:-1], full[1:]
    step = right - left
    energy = (np.sum(step**2) / h + h * np.sum(1 - m[:, 2]**2)
              - d * np.sum(left[:, 2] * right[:, 0]
                           - left[:, 0] * right[:, 2]))
    g_left, g_right = -2 * step / h, 2 * step / h
    g_left[:, 0] += d * right[:, 2]
    g_left[:, 2] -= d * right[:, 0]
    g_right[:, 0] -= d * left[:, 2]
    g_right[:, 2] += d * left[:, 0]
    if ends is None:
        g = g_left + np.roll(g_right, 1, axis=0)
    else:
        g = g_left[1:] + g_right[:-1]
    g[:, 2] -= 2 * h * m[:, 2]
    g = (g - m * np.sum(g * m, axis=1)[:, None]) / norm
    return energy, g.ravel()


def relax(start, h, d, ends=None):
    res = minimize(chain_energy, start.ravel(), args=(h, d, ends), jac=True,
                   method="L-BFGS-B",
                   options=dict(maxiter=3000, maxfun=5000,
                                ftol=1e-14, gtol=1e-7))
    m = res.x.reshape(-1, 3)
    return res.fun, m / np.linalg.norm(m, axis=1)[:, None]


def fourier_cycloid(d, harmonics=14, points=256):
    """Minimize mean energy with theta = u + sum b_n sin(2 n u), u = q x."""
    u = 2 * np.pi * np.arange(points) / points
    n = np.arange(1, harmonics + 1)[:, None]
    sines, slopes = np.sin(2 * n * u), 2 * n * np.cos(2 * n * u)

    def mean_energy(b):
        theta, slope = u + b @ sines, 1 + b @ slopes
        p = np.mean(slope**2)
        value = np.mean(np.sin(theta)**2) - d**2 / (4 * p)
        grad = (np.mean(np.sin(2 * theta) * sines, axis=1)
                + d**2 / (2 * p**2) * np.mean(slope * slopes, axis=1))
        return value, grad
    res = minimize(mean_energy, np.zeros(harmonics), jac=True,
                   method="BFGS", options=dict(gtol=1e-9, maxiter=2000))
    q = d / (2 * np.mean((1 + res.x @ slopes)**2))
    return 2 * np.pi / q, res.fun


d_main, d_low, d_c = D_main / wall_scale, D_low / wall_scale, D_c / wall_scale

# Wall energy against azimuth, by quadrature of the vector definition.
x = np.linspace(-20, 20, 40001)
theta = 2 * np.arctan(np.exp(x))
wall_by_angle = []
for phi in (0.0, np.pi / 3, np.pi / 2, np.pi):
    m = np.array([np.sin(theta) * np.cos(phi),
                  np.sin(theta) * np.sin(phi), np.cos(theta)])
    value = np.trapezoid(density(m, np.gradient(m, x, axis=1), d_low), x) \
        if hasattr(np, "trapezoid") else \
        np.trapz(density(m, np.gradient(m, x, axis=1), d_low), x)
    assert abs(value - (4 - np.pi * d_low * np.cos(phi))) < 1e-4
    wall_by_angle.append(value)

# A Bloch wall of free three-component spins must relax to the Neel wall.
# The lattice error is of order h^2, about 1e-3 here.
h_wall = 0.08
x_in = h_wall * (np.arange(299) - 149)
bloch = np.column_stack([0 * x_in, 1 / np.cosh(x_in), -np.tanh(x_in)])
ends = (np.array([0, 0, 1.0]), np.array([0, 0, -1.0]))
wall_relaxed, m_wall = relax(bloch, h_wall, d_low, ends)
assert abs(wall_relaxed - (4 - np.pi * d_low)) < 3e-3
assert np.max(np.abs(m_wall[:, 1])) < 0.02 and np.max(m_wall[:, 0]) > 0.99

# Elliptic formulas against a minimization that uses no elliptic integral.
table = []
for D in (2.6e-3, 3.0e-3, 4.0e-3, 6.0e-3):
    k, period, C = cycloid(D / D_c)
    period_f, energy_f = fourier_cycloid(D / wall_scale)
    assert abs(period_f / period - 1) < 1e-4
    assert abs(energy_f + C) < 1e-6
    table.append((D, k, period, C, period_f))

# Limits of the period: strong DMI and the logarithm near threshold.
ratio_big = 20.0
assert abs(cycloid(ratio_big)[1] * ratio_big * d_c / (4 * np.pi) - 1) < 1e-3
kp = 1e-3
excess = ellipe(1 - kp**2) / np.sqrt(1 - kp**2) - 1
assert abs(excess / (kp**2 / 2 * (np.log(4 / kp) + 0.5)) - 1) < 1e-4
assert abs(cycloid(1 + excess)[1] / (4 * np.log(4 / kp)) - 1) < 1e-4

# Split of the density into in-plane rotation alpha and tilt beta.
a, b, da, db = rng.normal(size=(4, 50))
m = np.array([np.cos(b) * np.sin(a), np.sin(b), np.cos(b) * np.cos(a)])
dm = np.array([np.cos(b) * np.cos(a) * da - np.sin(b) * np.sin(a) * db,
               np.cos(b) * db,
               -np.cos(b) * np.sin(a) * da - np.sin(b) * np.cos(a) * db])
split = (db**2 + np.sin(b)**2
         + np.cos(b)**2 * (da**2 + np.sin(a)**2 - d_main * da))
assert np.allclose(density(m, dm, d_main), split, atol=1e-11)

# Size of the periodic primitive G that controls tilts out of the plane.
k_main, period_main, C_main = cycloid(D_main / D_c)
alpha = np.linspace(0, np.pi / 2, 20001)
G_max = []
for C, d in ((0.0, d_c), (C_main, d_main)):
    g = 2 * np.sqrt(np.sin(alpha)**2 + C) - d
    G = cumulative_trapezoid(g, alpha, initial=0)
    assert abs(G[-1]) < 1e-6
    assert np.max(np.abs(G)) < np.pi / 4 < np.sqrt(1 + C)
    G_max.append(np.max(np.abs(G)))

# Rings of free spins: no texture may beat the predicted minimum.
# The tolerance 3e-3 covers the lattice error of order h^2.
sites = 240
ring = 3 * period_main
h_ring = ring / sites
above = [relax(rng.normal(size=(sites, 3)), h_ring, d_main)[0] / ring
         for _ in range(6)]
below = [relax(rng.normal(size=(sites, 3)), h_ring, 0.95 * d_c)[0] / ring
         for _ in range(6)]
assert min(above) > -C_main - 3e-3
assert min(below) > -3e-3
turn = 2 * np.pi * 3 * np.arange(sites) / sites
tilted = np.column_stack([np.sin(turn), 0.3 + 0 * turn, np.cos(turn)])
wound = relax(tilted, h_ring, d_main)[0] / ring
assert abs(wound + C_main) < 3e-3

# Local stability of the ferromagnet above threshold.
eps = 1e-4
u = rng.normal(size=(sites, 2))
near_up = np.column_stack([eps * u, np.ones(sites)])
small = chain_energy(near_up.ravel(), h_ring, d_main, None)[0] / eps**2
quadratic = (np.sum((np.roll(u, -1, axis=0) - u)**2) / h_ring
             + h_ring * np.sum(u**2))
assert abs(small / quadratic - 1) < 1e-3

print(f"exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"effective anisotropy K = {K*1e-6:.2f} MJ/m^3")
print(f"wall width parameter sqrt(A/K) = {width*1e9:.3f} nm")
print(f"sqrt(AK) = {wall_scale*1e3:.3f} mJ/m^2")
print(f"wall energy without DMI = {4*wall_scale*1e3:.3f} mJ/m^2")
print(f"threshold D_c = {D_c*1e3:.4f} mJ/m^2")
for D in (D_low, D_main):
    print(f"D = {D*1e3:.1f} mJ/m^2: Neel wall energy = "
          f"{(4*wall_scale - np.pi*D)*1e3:.4f} mJ/m^2")
print("quadrature of wall energy at D = %.1f mJ/m^2:" % (D_low * 1e3))
for deg, value in zip((0, 60, 90, 180), wall_by_angle):
    print(f"  azimuth {deg:3d} deg: {value*wall_scale*1e3:.4f} mJ/m^2")
print(f"relaxed spin-chain wall, same D = "
      f"{wall_relaxed*wall_scale*1e3:.4f} mJ/m^2")
print("cycloid:")
for D, k, period, C, period_f in table:
    print(f" D = {D*1e3:.1f} mJ/m^2, D/D_c = {D/D_c:.4f}, k = {k:.5f}")
    print(f"   period, elliptic formula = {period*width*1e9:.3f} nm")
    print(f"   period, Fourier minimum  = {period_f*width*1e9:.3f} nm")
    print(f"   strong-DMI value 4 pi A/D = {4*np.pi*A/D*1e9:.3f} nm")
    print(f"   mean energy density = {-C*K*1e-3:.3f} kJ/m^3")
for excess_ratio in (1e-2, 1e-4, 1e-6):
    period = cycloid(1 + excess_ratio)[1]
    print(f"D/D_c - 1 = {excess_ratio:.0e}: period = "
          f"{period*width*1e9:.2f} nm")
print(f"max |G|/sqrt(AK) at D_c = {G_max[0]:.4f} (dimensionless)")
print(f"max |G|/sqrt(AK) at D = {D_main*1e3:.1f} mJ/m^2: {G_max[1]:.4f}")
print(f"spin rings at D = {D_main*1e3:.1f} mJ/m^2, mean energy density:")
print(f"  wound start = {wound*K*1e-3:.2f} kJ/m^3")
print(f"  lowest of {len(above)} random starts = "
      f"{min(above)*K*1e-3:.2f} kJ/m^3")
print(f"spin rings at 0.95 D_c, lowest of {len(below)} random starts = "
      f"{min(below)*K*1e-3 + 0.0:.2f} kJ/m^3")
print("every check passed")
```

Output:

```
exchange stiffness A = 10.0 pJ/m
effective anisotropy K = 0.40 MJ/m^3
wall width parameter sqrt(A/K) = 5.000 nm
sqrt(AK) = 2.000 mJ/m^2
wall energy without DMI = 8.000 mJ/m^2
threshold D_c = 2.5465 mJ/m^2
D = 2.0 mJ/m^2: Neel wall energy = 1.7168 mJ/m^2
D = 3.0 mJ/m^2: Neel wall energy = -1.4248 mJ/m^2
quadrature of wall energy at D = 2.0 mJ/m^2:
  azimuth   0 deg: 1.7168 mJ/m^2
  azimuth  60 deg: 4.8584 mJ/m^2
  azimuth  90 deg: 8.0000 mJ/m^2
  azimuth 180 deg: 14.2832 mJ/m^2
relaxed spin-chain wall, same D = 1.7180 mJ/m^2
cycloid:
 D = 2.6 mJ/m^2, D/D_c = 1.0210, k = 0.99501
   period, elliptic formula = 73.594 nm
   period, Fourier minimum  = 73.594 nm
   strong-DMI value 4 pi A/D = 48.332 nm
   mean energy density = -4.020 kJ/m^3
 D = 3.0 mJ/m^2, D/D_c = 1.1781, k = 0.94393
   period, elliptic formula = 47.908 nm
   period, Fourier minimum  = 47.908 nm
   strong-DMI value 4 pi A/D = 41.888 nm
   mean energy density = -48.928 kJ/m^3
 D = 4.0 mJ/m^2, D/D_c = 1.5708, k = 0.80795
   period, elliptic formula = 32.497 nm
   period, Fourier minimum  = 32.497 nm
   strong-DMI value 4 pi A/D = 31.416 nm
   mean energy density = -212.759 kJ/m^3
 D = 6.0 mJ/m^2, D/D_c = 2.3562, k = 0.60150
   period, elliptic formula = 21.076 nm
   period, Fourier minimum  = 21.076 nm
   strong-DMI value 4 pi A/D = 20.944 nm
   mean energy density = -705.577 kJ/m^3
D/D_c - 1 = 1e-02: period = 82.05 nm
D/D_c - 1 = 1e-04: period = 132.54 nm
D/D_c - 1 = 1e-06: period = 181.54 nm
max |G|/sqrt(AK) at D_c = 0.4210 (dimensionless)
max |G|/sqrt(AK) at D = 3.0 mJ/m^2: 0.3423
spin rings at D = 3.0 mJ/m^2, mean energy density:
  wound start = -48.57 kJ/m^3
  lowest of 6 random starts = -48.57 kJ/m^3
spin rings at 0.95 D_c, lowest of 6 random starts = 33.44 kJ/m^3
every check passed
```
